\section*{True Diameter of a Silica Sphere Sized by a Polystyrene-Calibrated Counter}

\section{The problem}

A liquid particle counter sends water through a laser beam and records a pulse of scattered light from each particle. It has been calibrated with polystyrene spheres of known diameter. A silica sphere passes, and the instrument reports $50\ \mathrm{nm}$. What is the diameter of the silica sphere?

The vacuum wavelength is $\lambda=532\ \mathrm{nm}$. The refractive indices, which are rough typical values, are
\[
n_{\rm w}=1.335,\qquad n_{\rm PS}=1.60,\qquad n_{\rm Si}=1.46
\]
for water, polystyrene and silica. Both spheres are taken as compact, homogeneous and transparent. They meet the same irradiance, and their light is collected by the same optics.

The counter does not measure a length. It measures a pulse and looks up the polystyrene diameter that gives this pulse. Let $S_{\rm PS}(d)$ and $S_{\rm Si}(d)$ be the collected powers for spheres of diameter $d$. The reading $d_{\rm rep}=50\ \mathrm{nm}$ then means
\begin{equation}
S_{\rm Si}(d_{\rm true})=S_{\rm PS}(d_{\rm rep}).
\label{eq:match}
\end{equation}
This requires a calibration curve that rises with diameter and is correct at the reported point. The electronics need not be linear, because equal light gives equal pulses in any case.

\section{First estimate by scaling}

Water without a particle is taken as uniform and does not scatter in this model. The particle scatters because its polarization differs from that of the water it displaces. In atomic units, where $4\pi\varepsilon_0=1$, the excess polarization per volume in a field $E$ is
\[
\frac{n^2-n_{\rm w}^2}{4\pi}E
=\frac{(n-n_{\rm w})(n+n_{\rm w})}{4\pi}E
\simeq\frac{2n_{\rm w}(n-n_{\rm w})}{4\pi}E ,
\]
where $n$ is the index of the particle. The last form holds when $n$ is close to $n_{\rm w}$. In that case the field inside the particle is also close to the incident field.

If the sphere is much smaller than the wavelength, all its volume elements radiate in phase and their amplitudes add. The scattered amplitude is therefore proportional to $d^3(n-n_{\rm w})$, and the power to its square. Equal powers require
\[
d_{\rm true}^3(n_{\rm Si}-n_{\rm w})\simeq d_{\rm rep}^3(n_{\rm PS}-n_{\rm w}),
\]
so that
\begin{equation}
d_{\rm true}\simeq d_{\rm rep}
\left(\frac{n_{\rm PS}-n_{\rm w}}{n_{\rm Si}-n_{\rm w}}\right)^{1/3}
=50\left(\frac{0.265}{0.125}\right)^{1/3}\mathrm{nm}
=64.2\ \mathrm{nm}.
\label{eq:quick}
\end{equation}
Silica stands out less from water than polystyrene does, so it needs more volume to give the same pulse. The cube root turns a factor of about two in contrast into a much smaller factor in diameter.

\section{Solution for a small sphere of any contrast}

The estimate assumed a weak contrast. That assumption can be dropped while the sphere stays small. Define
\[
a=\frac d2,\qquad m=\frac{n}{n_{\rm w}},\qquad
k=\frac{2\pi n_{\rm w}}{\lambda},\qquad x=ka .
\]
Here $k$ is the wave number in water and $x$ is the size parameter. The small-sphere regime is $x\ll1$ and $mx\ll1$: the phase of the wave hardly changes across the particle, outside or inside.

\subsection{The field near the sphere}

In this regime the field in and near the sphere at each instant is an electrostatic one, with the permittivities $n^2$ and $n_{\rm w}^2$ that apply at the optical frequency. Far from the sphere on its own scale, but still well within a wavelength, the field is the uniform incident field $E_0$ along the axis $\theta=0$.

The potential of this uniform field is $-E_0r\cos\theta$. We therefore seek a potential $\Phi=f(r)\cos\theta$. Laplace's equation gives
\[
\frac{1}{r^2}\frac{d}{dr}\left(r^2\frac{df}{dr}\right)-\frac{2f}{r^2}=0 .
\]
A power $f=r^s$ solves it if $s(s+1)=2$, hence $s=1$ or $s=-2$. The second power is singular at the centre and is excluded inside. Thus
\begin{align}
\Phi_{\rm in}&=-Cr\cos\theta, \\
\Phi_{\rm out}&=-E_0r\cos\theta+\frac{B}{r^2}\cos\theta .
\label{eq:outside}
\end{align}

Two conditions at $r=a$ fix $B$ and $C$. Continuity of the potential gives
\[
-Ca=-E_0a+\frac{B}{a^2}
\quad\Longrightarrow\quad C=E_0-\frac{B}{a^3}.
\]
The radial field is $-\partial\Phi/\partial r$, which equals $C\cos\theta$ just inside and $(E_0+2B/a^3)\cos\theta$ just outside. There is no free charge on the surface, so the normal displacement is continuous:
\[
n^2C=n_{\rm w}^2\left(E_0+\frac{2B}{a^3}\right).
\]
Divide by $n_{\rm w}^2$ and insert $C$:
\[
m^2E_0-m^2\frac{B}{a^3}=E_0+\frac{2B}{a^3}
\quad\Longrightarrow\quad
(m^2-1)E_0=(m^2+2)\frac{B}{a^3}.
\]
The result is
\begin{equation}
B=Ka^3E_0,\qquad K=\frac{m^2-1}{m^2+2},
\label{eq:K}
\end{equation}
and the field inside is $C=3E_0/(m^2+2)$. For $m$ near one it is close to $E_0$, as the first estimate assumed.

\subsection{From the near field to the scattered wave}

The term with $B$ in \eqref{eq:outside} is a dipole field. We need the wave that has this near field. Let all fields vary as $e^{-i\omega t}$. In water, outside the sphere, Maxwell's equations require $\nabla\times\nabla\times\mathbf E=k^2\mathbf E$. Try
\begin{equation}
\mathbf E_{\rm s}=\nabla\times\nabla\times(\mathbf P G),\qquad
G=\frac{e^{ikr}}{r},
\label{eq:wave}
\end{equation}
with a constant vector $\mathbf P$. For $r>0$,
\[
\nabla^2G=\frac1r\frac{d^2(rG)}{dr^2}=-k^2G .
\]
The identity $\nabla\times\nabla\times\mathbf V=\nabla(\nabla\cdot\mathbf V)-\nabla^2\mathbf V$ then turns \eqref{eq:wave} into
\begin{equation}
\mathbf E_{\rm s}=\nabla(\mathbf P\cdot\nabla G)+k^2\mathbf P G .
\label{eq:wave2}
\end{equation}
Take the double curl of this expression. The gradient has no curl, and the second term gives $k^2\nabla\times\nabla\times(\mathbf PG)=k^2\mathbf E_{\rm s}$. The wave equation is satisfied. The divergence vanishes because the field is a curl.

For $kr\ll1$ we have $G\simeq1/r$. The first term of \eqref{eq:wave2} grows as $1/r^3$ and the second as $k^2/r$, so the first dominates:
\[
\mathbf E_{\rm s}\simeq\nabla\left(\mathbf P\cdot\nabla\frac1r\right)
=-\nabla\left(\frac{P\cos\theta}{r^2}\right).
\]
This is the field of the potential $B\cos\theta/r^2$ if $\mathbf P=Ka^3\mathbf E_0$. The vector $\mathbf P$ is defined by the field it produces in water, so no further factor of the water permittivity appears.

For $kr\gg1$, each gradient acting on $G$ gives $ik\hat{\mathbf r}$ to leading order in $1/(kr)$. Therefore
\[
\mathbf E_{\rm s}\simeq k^2\left[\mathbf P-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf P)\right]\frac{e^{ikr}}{r}.
\]
The bracket is the part of $\mathbf P$ perpendicular to the viewing direction. Its length is $P\sin\psi$, where $\psi$ is the angle between $\mathbf P$ and $\hat{\mathbf r}$.

The incident and scattered waves both travel in water, so their irradiances have the same ratio as their squared field amplitudes:
\begin{equation}
\frac{I_{\rm s}}{I_0}=\frac{k^4a^6K^2\sin^2\psi}{r^2}.
\label{eq:irr}
\end{equation}
Integration over a large sphere gives the scattering cross section,
\[
C_{\rm sca}=k^4a^6K^2\,2\pi\int_{-1}^{1}(1-\mu^2)\,d\mu
=\frac{8\pi}{3}k^4a^6K^2,
\]
with $\mu=\cos\psi$ and the integral equal to $4/3$.

\subsection{The diameter}

A real counter collects light in a limited range of directions. Integrating \eqref{eq:irr} over that range and using $a^6=d^6/64$ gives
\[
S=\mathcal G\,d^6K^2,\qquad
\mathcal G=\frac{I_0k^4}{64}\int_{\rm window}\sin^2\psi\,d\Omega .
\]
The factor $\mathcal G$ contains the beam, the water and the optics, but nothing about the particle. For unpolarized light $\sin^2\psi$ is replaced by its average over polarization, again the same for both materials. Equation \eqref{eq:match} becomes
\[
\mathcal G\,d_{\rm true}^6K_{\rm Si}^2=\mathcal G\,d_{\rm rep}^6K_{\rm PS}^2 .
\]
Cancel $\mathcal G$ and take the positive sixth root:
\begin{equation}
d_{\rm true}=d_{\rm rep}\left|\frac{K_{\rm PS}}{K_{\rm Si}}\right|^{1/3}.
\label{eq:main}
\end{equation}

For the given indices,
\begin{align*}
m_{\rm PS}^2&=1.1985^2=1.4364, &
K_{\rm PS}&=\frac{0.4364}{3.4364}=0.1270,\\
m_{\rm Si}^2&=1.0936^2=1.1960, &
K_{\rm Si}&=\frac{0.1960}{3.1960}=0.0613 .
\end{align*}
The ratio, formed before rounding, is $2.070$. Hence
\[
d_{\rm true}=50\ \mathrm{nm}\times2.070^{1/3}
=50\ \mathrm{nm}\times1.2745=63.7\ \mathrm{nm}.
\]

The diameter is about 27 percent larger than reported, and the volume is larger by the factor $2.07$. Conversely, at equal diameter silica gives $(K_{\rm Si}/K_{\rm PS})^2=0.233$ of the polystyrene signal. A silica sphere that is truly $50\ \mathrm{nm}$ across would be reported as $50/1.2745=39.2\ \mathrm{nm}$. A channel set to count everything above a reported $50\ \mathrm{nm}$ therefore misses silica between $50$ and about $64\ \mathrm{nm}$, within this model.

\section{Comparison of the estimate and the solution}

The scaling estimate is $0.5\ \mathrm{nm}$ above the small-sphere result. To see why, put $m=1+\delta$ in \eqref{eq:K}:
\[
K=\frac{2\delta+\delta^2}{3+2\delta+\delta^2}
=\frac{2\delta}{3}\,
\frac{1+\delta/2}{1+2\delta/3+\delta^2/3}
\simeq\frac{2\delta}{3}\left(1-\frac{\delta}{6}\right).
\]
The leading term is proportional to $n-n_{\rm w}$ and reproduces \eqref{eq:quick}. The next term lowers the ratio $K_{\rm PS}/K_{\rm Si}$ by a relative amount
\[
\frac{\delta_{\rm PS}-\delta_{\rm Si}}{6}
=\frac{0.1985-0.0936}{6}=0.017 .
\]
The cube root divides this by three, which lowers the diameter by about $0.4\ \mathrm{nm}$. Higher powers of $\delta$ supply the rest. The estimate works well here because both contrasts are small and their corrections partly cancel.

Two other limits show where it would not work. For a transparent particle of very high index, $K$ approaches one, whereas the linear estimate grows without bound. Equation \eqref{eq:main} then gives $d_{\rm true}\to d_{\rm rep}K_{\rm PS}^{1/3}\simeq0.50\,d_{\rm rep}$, provided that $mx$ is still small. This is a formal limit of the formula. At the present wavelength and reading, $mx$ already exceeds one when $K$ reaches $0.92$, which needs $n=8$. A high but realistic index of $2.7$ gives $K=0.51$ and $d_{\rm true}\simeq0.63\,d_{\rm rep}$. In the opposite limit, $n\to n_{\rm w}$, the contrast $K$ tends to zero and the formula gives an unlimited diameter. Long before that, the sphere ceases to be small compared with the wavelength and the formula fails.

These limits also show what one pulse cannot tell. In the small-sphere regime it fixes the product $d^3|K|$, not $d$ and $K$ separately. The correction can be made here because the particle is known to be silica.

\section{How small is small enough?}

The size parameters are $x_{\rm PS}=0.394$ and $x_{\rm Si}=0.502$. They are below one, but not very far below. Mie theory solves Maxwell's equations for a homogeneous sphere without assuming small $x$. For the $50\ \mathrm{nm}$ polystyrene sphere it gives a total cross section of $1.97\ \mathrm{nm}^2$, compared with $2.04\ \mathrm{nm}^2$ from the small-sphere formula, which is thus about 3 percent too high relative to Mie theory.

What matters for the diameter is how this error differs between the two spheres. Matching their Mie signals, averaged over polarization, gives the following silica diameters:
\begin{center}
\begin{tabular}{lc}
Collected scattering angles & $d_{\rm true}$ (nm)\\
$10^\circ$ to $40^\circ$ (forward) & 63.9\\
$60^\circ$ to $120^\circ$ (sideways) & 64.2\\
$140^\circ$ to $170^\circ$ (backward) & 64.7\\
all angles & 64.2
\end{tabular}
\end{center}

The order of these values follows from interference within the sphere. At scattering angle $\vartheta$, light from different volume elements differs in phase by $qz$. Here $z$ is the position along the change of wave vector, and $q=2k\sin(\vartheta/2)$ is the size of that change. For weak contrast the amplitude is multiplied by the volume average of $e^{iqz}$. Since $\langle z\rangle=0$ and $\langle z^2\rangle=a^2/5$ for a sphere,
\[
\left\langle e^{iqz}\right\rangle\simeq1-\frac{q^2a^2}{10},
\qquad
\left\langle e^{iqz}\right\rangle^2\simeq1-\frac{q^2a^2}{5}.
\]
In this estimate the larger silica sphere loses a larger fraction of its power than the polystyrene sphere. Since power varies as $d^6$, the diameter must rise by the relative amount
\[
\frac{\Delta d}{d}\simeq\frac16\,\frac{q^2(a_{\rm Si}^2-a_{\rm PS}^2)}{5}
=\frac{2}{15}\left(x_{\rm Si}^2-x_{\rm PS}^2\right)\sin^2\frac{\vartheta}{2}.
\]
With the numbers above this is $0.013\sin^2(\vartheta/2)$, or $0.8\ \mathrm{nm}$ times $\sin^2(\vartheta/2)$. It is small in the forward direction, about $0.4\ \mathrm{nm}$ at $90^\circ$ and nearly $0.8\ \mathrm{nm}$ in the backward direction. The Mie shifts for the three windows are $0.14$, $0.51$ and $0.92\ \mathrm{nm}$. The remaining $0.1\ \mathrm{nm}$ or so lies beyond this weak-contrast estimate.

The relative error varies as $x^2$, so it should fall by a factor of four when the diameter is halved. For total collection, the Mie results at reported diameters of $20$ and $10\ \mathrm{nm}$ give a factor of $4.01$. The agreement of the scaling estimate, $64.2\ \mathrm{nm}$, with the Mie value for all angles is accidental: the former neglects higher orders in contrast, the latter includes finite size, and the two shifts happen to be nearly equal.

\section{What limits the answer in practice}

The refractive index of the silica enters through $K_{\rm Si}$. With the reported diameter and the other indices fixed, \eqref{eq:main} gives
\[
\frac{d\ln d_{\rm true}}{dn_{\rm Si}}
=-\frac{1}{3n_{\rm w}}\,\frac1K\frac{dK}{dm},
\]
evaluated at $m=m_{\rm Si}$. From \eqref{eq:K},
\[
\frac{dK}{dm}=\frac{2m(m^2+2)-2m(m^2-1)}{(m^2+2)^2}
=\frac{6m}{(m^2+2)^2}.
\]
Division by $K$ leaves $6m/[(m^2-1)(m^2+2)]$, and therefore
\begin{equation}
\frac{d\ln d_{\rm true}}{dn_{\rm Si}}
=-\frac{2m}{n_{\rm w}(m^2-1)(m^2+2)}
=-\frac{2\times1.0936}{1.335\times0.1960\times3.1960}
=-2.6 .
\end{equation}
To first order, an index higher by $0.01$ lowers the inferred diameter by 2.6 percent, or $1.7\ \mathrm{nm}$; the full formula \eqref{eq:main} gives $1.6\ \mathrm{nm}$. The small factor $m^2-1$ in the denominator is the cause: silica is close enough to water in index that a small change in $n_{\rm Si}$ is a large relative change in contrast.

The example resembles the monitoring of silica particles in ultrapure water, and its indices are rough values for compact materials. Real silica particles can be porous or hydrated, which lowers their index. If $n_{\rm Si}$ is taken as $1.42$, the small-sphere result becomes $72.3\ \mathrm{nm}$, a shift of $8.6\ \mathrm{nm}$. This exceeds the linear prediction of $6.7\ \mathrm{nm}$ mainly because the sensitivity grows as the contrast shrinks. The finite-size correction also grows for this larger sphere: for collection over all angles it is about $1\ \mathrm{nm}$ rather than $0.5\ \mathrm{nm}$. Real beams are also uneven. If the silica sphere meets 20 percent less light than the calibration spheres did, the factor $d^6$ must make up the loss, and
\[
d_{\rm true}=63.7\ \mathrm{nm}\times0.80^{-1/6}=66.1\ \mathrm{nm}.
\]
A polystyrene index higher by $0.01$ adds $0.8\ \mathrm{nm}$. A water index lower by $0.001$, roughly the effect of warming by $10\ \mathrm{K}$, subtracts $0.1\ \mathrm{nm}$ if it applies to both the calibration and the measurement and all else is fixed. These are chosen changes, not measured uncertainties, and each was applied alone.

Among the changes chosen here, lowering the silica index to $1.42$ gives the largest shift, well above the finite-size correction. For compact silica of index $1.46$ in the stated conditions, the answer is $d_{\rm true}\simeq64\ \mathrm{nm}$, or $640$ angstrom. A more precise value would need a measured particle index, a known illumination and Mie theory for the actual collection angles, which alone shifts the result by $0.1$ to $0.9\ \mathrm{nm}$ in the windows above. The values behind these comparisons are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
vacuum wavelength: 532 nm
wavelength in water: 398.5 nm
index of water: 1.335
index of polystyrene: 1.60
index of silica: 1.46
reported diameter: 50.0 nm
relative index m, polystyrene: 1.1985
relative index m, silica: 1.0936
m squared, polystyrene: 1.4364
m squared, silica: 1.1960
K, polystyrene: 0.12700
K, silica: 0.06134
K ratio = true volume / reported volume: 2.070
diameter ratio true / reported: 1.2745
TRUE SILICA DIAMETER (Rayleigh): 63.7 nm
quick low-contrast estimate: 64.2 nm
silica/polystyrene signal, equal size: 0.233
reading for a true 50 nm silica: 39.2 nm
size parameter x, 50 nm polystyrene: 0.394
size parameter x, silica: 0.502
Rayleigh cross section, 50 nm polystyrene: 2.0386 nm^2
Mie cross section, 50 nm polystyrene: 1.9746 nm^2
d ln(d_true)/d n_silica: -2.615 per unit index
shift for silica index +0.01 (linear): -1.67 nm
Mie, total 0-180 deg: 64.23 nm, shift +0.50 nm
Mie, forward 10-40 deg: 63.87 nm, shift +0.14 nm
Mie, sideways 60-120 deg: 64.24 nm, shift +0.51 nm
Mie, backward 140-170 deg: 64.65 nm, shift +0.92 nm
silica index 1.42: 72.32 nm, shift +8.60 nm
polystyrene index +0.01: 64.48 nm, shift +0.75 nm
water index -0.001: 63.64 nm, shift -0.09 nm
20 percent less light on silica: 66.14 nm, shift +2.41 nm
largest shift: silica index 1.42, +8.6 nm
finite-size error ratio, 20 nm / 10 nm: 4.014
\end{verbatim}
